# Where g/2 and g − 1 enter: reducing the Dirac-Pauli equation

## The decision

A two-component program has computed a spin-orbit splitting from the Dirac value $g=2$. The electron's moment is slightly larger, $g=2(1+a)$ with $a\approx0.00116$. Should the spin-orbit integrals be multiplied by $g/2$, as the spin Zeeman integrals are, or by something else? For the $2p$ level of hydrogen the choice matters by about 13 MHz in a splitting of about 11 GHz.

The answer found below is $g/2$ for the leading Zeeman term and $g-1$ for the spin-orbit and Darwin terms of a static electric field. This factor is not the only correction of this size in hydrogen. The motion of the proton lowers the splitting by about 6 MHz, and it brings $g/2$ back in.

I use Hartree atomic units: the electron has charge $-1$ and mass 1, and $c=1/\alpha$, where $\alpha$ without an index is the fine-structure constant. The Dirac matrices are $\alpha_i$, $\beta$ and $\Sigma_i$. The potential energy is $V$, the electric field is $\mathbf E=\nabla V$ (the force on the electron is $-\mathbf E$), and $\boldsymbol\pi=\mathbf p+\mathbf A$ with $\mathbf B=\nabla\times\mathbf A$. The fields are static, and $a$ is a given constant.

## The form of the anomalous term

The extra term must be Lorentz covariant, so its magnetic and electric parts are tied together. The ordinary Dirac equation shows how. For total energy $W$, put $w=(W-V)/c$ and write it as $(D-c)\psi=0$, with $D=\beta(w-\boldsymbol\alpha\cdot\boldsymbol\pi)$. Since $\beta$ anticommutes with each $\alpha_i$,

$$D^2=(w+\boldsymbol\alpha\cdot\boldsymbol\pi)(w-\boldsymbol\alpha\cdot\boldsymbol\pi)=w^2-(\boldsymbol\alpha\cdot\boldsymbol\pi)^2+[\boldsymbol\alpha\cdot\boldsymbol\pi,w].$$

From $\alpha_i\alpha_j=\delta_{ij}+i\epsilon_{ijk}\Sigma_k$ and $\boldsymbol\pi\times\boldsymbol\pi=-i\mathbf B$,

$$(\boldsymbol\alpha\cdot\boldsymbol\pi)^2=\pi^2+i\boldsymbol\Sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)=\pi^2+\boldsymbol\Sigma\cdot\mathbf B .$$

The commutator is $-[\boldsymbol\alpha\cdot\boldsymbol\pi,V]/c=i\boldsymbol\alpha\cdot\mathbf E/c$. Hence

$$D^2=w^2-\pi^2-M,\qquad M=\boldsymbol\Sigma\cdot\mathbf B-\frac ic\boldsymbol\alpha\cdot\mathbf E .$$

Both $D^2$ and $w^2-\pi^2$ are covariant scalars, so $M$ is one too. Pauli's extension is $(D-c-aM/2c)\psi=0$. Multiplication by $c\beta$ gives $W\psi=H\psi$ with

$$H=c\,\boldsymbol\alpha\cdot\boldsymbol\pi+\beta c^2+V+\frac a2\beta\Big(\boldsymbol\Sigma\cdot\mathbf B-\frac ic\boldsymbol\alpha\cdot\mathbf E\Big).$$

The electric part is Hermitian: $\beta\alpha_i$ is anti-Hermitian and carries a factor $i$.

## Simple case: a magnetic field alone

Set $V=0$ and split $\psi$ into upper and lower parts $\varphi,\chi$. With $W=c^2+\varepsilon$,

$$\varepsilon\varphi=\tfrac a2\boldsymbol\sigma\cdot\mathbf B\,\varphi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi,\qquad (2c^2+\varepsilon+\tfrac a2\boldsymbol\sigma\cdot\mathbf B)\chi=c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi .$$

To leading order $\chi=\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi/2c$, so

$$\varepsilon\varphi=\Big[\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2}+\frac a2\boldsymbol\sigma\cdot\mathbf B\Big]\varphi=\Big[\frac{\pi^2}{2}+(1+a)\frac{\boldsymbol\sigma\cdot\mathbf B}{2}\Big]\varphi .$$

The kinetic term supplies the weight 1 and the Pauli term adds $a$. Their sum is $1+a=g/2$.

**Limit: uniform field, no motion along it.** Since $[\pi_x,\pi_y]=-iB$, $\pi^2/2$ is an oscillator with levels $B(n+\frac12)$, and the spin adds $\pm gB/4$. Level $n$ with spin up lies above level $n+1$ with spin down by

$$B\Big(\frac g2-1\Big)=aB .$$

For $a=0$ the two coincide. This degeneracy is why the anomaly can be read from a small difference of frequencies.

## An expansion that also handles electric fields

At order $1/c^2$, elimination of $\chi$ gives an energy-dependent operator, and $\varphi$ no longer carries the whole norm. A unitary transformation avoids both difficulties. Write $H=\beta c^2+\mathcal E+O$, where $\mathcal E$ commutes with $\beta$ and $O$ anticommutes with it:

$$\mathcal E=V+\frac a2\beta\boldsymbol\Sigma\cdot\mathbf B,\qquad O=c\,\boldsymbol\alpha\cdot\boldsymbol\pi-\frac{ia}{2c}\beta\boldsymbol\alpha\cdot\mathbf E .$$

Take $X=\beta O/2c^2$, which is anti-Hermitian, and form

$$H'=e^XHe^{-X}=H+[X,H]+\tfrac12[X,[X,H]]+\cdots .$$

The single commutators are

$$[X,\beta c^2]=-O,\qquad [X,O]=\frac{\beta O^2}{c^2},\qquad [X,\mathcal E]=\frac{\beta[O,\mathcal E]}{2c^2}.$$

The first removes $O$ at leading order, which is why $X$ was chosen. Repeating the operation gives

$$[X,[X,O]]=-\frac{O^3}{c^4},\quad [X,[X,[X,O]]]=-\frac{\beta O^4}{c^6},\quad [X,[X,\mathcal E]]=-\frac{[O,[O,\mathcal E]]}{4c^4}.$$

Nested commutators of $\beta c^2$ follow from $[X,\beta c^2]=-O$. In the even part, $\beta O^2/c^2$ has the coefficient $1-\frac12=\frac12$, and $\beta O^4/c^6$ has $-\frac16+\frac1{24}=-\frac18$. Therefore

$$H'_{\rm even}=\beta\Big(c^2+\frac{O^2}{2c^2}-\frac{O^4}{8c^6}\Big)+\mathcal E-\frac{[O,[O,\mathcal E]]}{8c^4}+\cdots .$$

Since $O$ is of order $c$, the omitted even terms are of order $1/c^4$. The remaining odd part starts with $\beta[O,\mathcal E]/2c^2-O^3/3c^4$, of order $1/c$. A second transformation removes it at the cost of an even term of the order of its square divided by $c^2$, again $1/c^4$. I also drop terms containing both $\mathbf B$ and $1/c^2$, so $\boldsymbol\pi$ becomes $\mathbf p$ in the relativistic corrections. The $g/2$ law therefore refers to the leading Zeeman term.

**Limit: no field.** Here $O^2=c^2p^2$, and the positive energy is $c^2+p^2/2-p^4/8c^2$. This is the expansion of $\sqrt{c^4+c^2p^2}$.

## Electric field with $a=0$

One combination is needed twice:

$$K=(\boldsymbol\alpha\cdot\mathbf p)(\boldsymbol\alpha\cdot\mathbf E)-(\boldsymbol\alpha\cdot\mathbf E)(\boldsymbol\alpha\cdot\mathbf p).$$

The product rule for the $\alpha_i$ gives

$$K=\mathbf p\cdot\mathbf E-\mathbf E\cdot\mathbf p+i\boldsymbol\Sigma\cdot(\mathbf p\times\mathbf E-\mathbf E\times\mathbf p).$$

As operators, $\mathbf p\cdot\mathbf E-\mathbf E\cdot\mathbf p=-i\nabla\cdot\mathbf E$. Because $\nabla\times\mathbf E=0$, also $\mathbf p\times\mathbf E=-\mathbf E\times\mathbf p$. Thus

$$K=-iQ,\qquad Q=\nabla\cdot\mathbf E+2\boldsymbol\Sigma\cdot(\mathbf E\times\mathbf p).$$

Now $[\boldsymbol\alpha\cdot\mathbf p,V]=-i\boldsymbol\alpha\cdot\mathbf E$, so the double commutator is $-iK=-Q$. Its contribution to $H'$ is

$$-\frac{c^2(-Q)}{8c^4}=\frac{Q}{8c^2}=\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\Sigma\cdot(\nabla V\times\mathbf p)}{4c^2}.$$

These are the Darwin and spin-orbit terms.

**Limit: the $n=2$ levels of hydrogen.** With $V=-1/r$, the Dirac equation makes $2s_{1/2}$ and $2p_{1/2}$ degenerate, as the energy formula derived below shows. The corrections must reproduce this. Since $p^2\psi=2(\varepsilon-V)\psi$, the kinetic shift is $-\langle(\varepsilon+1/r)^2\rangle/2c^2$. Both states have the same $\varepsilon$ and the same $\langle1/r\rangle=\frac14$, so they differ through

$$\langle r^{-2}\rangle_{2s}=\int_0^\infty\tfrac12(1-\tfrac r2)^2e^{-r}dr=\tfrac14,\qquad \langle r^{-2}\rangle_{2p}=\int_0^\infty\frac{r^2e^{-r}}{24}dr=\tfrac1{12}.$$

The kinetic term puts $2s$ below $2p$ by $\frac1{12c^2}$. The Darwin term uses $\nabla^2V=4\pi\delta(\mathbf r)$ and $|\psi_{2s}(0)|^2=1/8\pi$, and raises $2s$ by $\frac1{16c^2}$. Spin-orbit coupling lowers $2p_{1/2}$ by $\frac1{48c^2}$, from the central-field formula below. Since $\frac1{16}+\frac1{48}=\frac1{12}$, the degeneracy is restored.

## Electric field with the anomalous moment

The Pauli part of $O$ enters $O^2$ through its product with the kinetic part:

$$-\frac{ia}{2}\big[\boldsymbol\alpha\cdot\mathbf p\,\beta\boldsymbol\alpha\cdot\mathbf E+\beta\boldsymbol\alpha\cdot\mathbf E\,\boldsymbol\alpha\cdot\mathbf p\big]=\frac{ia}{2}\beta K=\frac a2\beta Q .$$

The sign changed when $\beta$ was moved to the left of $\boldsymbol\alpha\cdot\mathbf p$. That turns an anticommutator-like sum into $K$. In $\beta O^2/2c^2$ this becomes

$$\frac{\beta}{2c^2}\,\frac a2\beta Q=\frac{a}{4c^2}Q=2a\,\frac{Q}{8c^2}.$$

The square of the Pauli part gives $\beta a^2E^2/8c^4$, which is beyond the order kept when $V$ is smooth, as are its contributions to $O^4$ and to the double commutator. At a point nucleus the average of $E^2$ diverges in $s$ states, and a nucleus the size of the proton does not repair this, because the potential at its centre is several times $c^2$. For $s$ states the term-by-term expansion therefore fails at order $a^2$, and that order has to be taken from the four-component equation. The terms linear in $a$ are not affected. The factor of $Q/8c^2$ is therefore $1+2a=g-1$. On positive-energy states, with $c^2$ removed,

$$h=\frac{\pi^2}{2}+V+\frac g2\frac{\boldsymbol\sigma\cdot\mathbf B}{2}-\frac{p^4}{8c^2}+(g-1)\Big[\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)}{4c^2}\Big].$$

The spin-orbit factor has a simple reading. An electron with velocity $\mathbf p$ sees in its rest frame the magnetic field $-\mathbf p\times\mathbf E/c^2=\mathbf E\times\mathbf p/c^2$. The Zeeman law then gives $g\,\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)/4c^2$. The derived term is smaller by $\boldsymbol\sigma\cdot(\mathbf E\times\mathbf p)/4c^2$, a part that does not depend on the moment. This is the Thomas term, a kinematic effect of the accelerated frame. A change of $g$ alters the magnetic part and leaves the Thomas part alone, so the relative change is $2a$ instead of $a$.

The Darwin term has the same factor because it belongs to the same operator $Q$, but it is not a precession energy.

**Limit: $g=1$.** Here $a=-\frac12$, and for a smooth potential both terms vanish at this order while half of the Dirac spin Zeeman energy remains. A common factor $g/2$ could not do this.

## A central field and the 2p level

For a central potential $\nabla V\times\mathbf p=(V'/r)\mathbf L$. With $\boldsymbol\sigma=2\mathbf S$,

$$h_{\rm so}=\frac{g-1}{2c^2}\frac{V'}{r}\,\mathbf L\cdot\mathbf S .$$

In hydrogen $V'/r=r^{-3}$. From $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-l(l+1)-\frac34]$, the values for $2p_{3/2}$ and $2p_{1/2}$ are $\frac12$ and $-1$. The radial average is

$$\langle r^{-3}\rangle=\frac1{24}\int_0^\infty r\,e^{-r}dr=\frac1{24}.$$

Spin-independent terms cancel in the difference, which is

$$\Delta=\frac{g-1}{2c^2}\cdot\frac1{24}\cdot\frac32=(g-1)\frac{\alpha^2}{32}.$$

With $\alpha=0.0072973526$ and 1 hartree$/h=6.579684\times10^9$ MHz, $\alpha^2/32$ is 10949.284 MHz (10949.28377 MHz with the unrounded constants, the value used in the product below). The anomaly $a=0.00115965218$ gives $g-1=1.002319304$, so

$$\Delta=1.002319304\times10949.28377=10974.678\ \text{MHz}.$$

The anomalous shift is 25.395 MHz. The factor $g/2$ would have given 10961.981 MHz, missing half of it.

The shift can also be taken from the four-component problem, as the average of $-(ia/2c)\beta\boldsymbol\alpha\cdot\mathbf E$ in Dirac states of a point Coulomb field. I expanded both radial components in six functions $r^{s+i}e^{-r/2}$, where $s$ is the Dirac exponent at the origin, and diagonalized with 40-digit arithmetic. The result is 25.3966 MHz, against 25.3947 MHz from the formula. The relative difference, $7\times10^{-5}$, has the size of $\alpha^2=5\times10^{-5}$, as expected for a leading-order result.

**A second case: the $2s_{1/2}$–$2p_{1/2}$ gap.** The terms that restored the degeneracy now carry the factor $1+2a$, while the kinetic term does not. Within this model $2s_{1/2}$ rises above $2p_{1/2}$ by

$$\frac{1+2a}{12c^2}-\frac1{12c^2}=\frac{a}{6c^2}.$$

The shift of 25.395 MHz found above is $a/16c^2$, so this gap is $\frac{16}{6}\times25.395=67.7$ MHz. The measured interval is roughly 1000 MHz. A constant anomalous moment is thus a small part of the radiative shift of $s$ levels. The electron's charge form factor and vacuum polarization also act there, and rescaling the Darwin term does not replace them.

## Letting the proton move

The value 10974.678 MHz assumes a fixed nucleus. Let the proton have mass $M=1/x$, with $x=5.446170\times10^{-4}$. In the centre-of-mass frame it has momentum $-\mathbf p$ and velocity $-\mathbf p/M$. Let $\mathbf r$ point from proton to electron. To leading order the moving unit charge has the vector potential $\mathbf A=-\mathbf p/(Mc^2r)$, and at the electron

$$\mathbf B=\nabla\times\mathbf A=-\frac1{Mc^2}\nabla\Big(\frac1r\Big)\times\mathbf p=\frac{\mathbf r\times\mathbf p}{Mc^2r^3}=\frac{\mathbf L}{Mc^2r^3}.$$

Here $\mathbf p$ is not differentiated, because it describes the source. The electron couples to this field through the Zeeman law:

$$\frac g2\,\mathbf S\cdot\mathbf B=\frac{gx}{2c^2r^3}\,\mathbf L\cdot\mathbf S .$$

No Thomas term accompanies it, because the electron's acceleration in the Coulomb field was already counted. This $\mathbf B$ is itself of order $1/c^2$, so the dropped products of $\mathbf B$ and $1/c^2$ are of order $1/c^4$.

The kinetic energy is now $p^2/2\mu$ with $\mu=1/(1+x)$. Lengths scale as $1/\mu$, so $\langle r^{-3}\rangle=\mu^3/24$. Adding the two couplings,

$$\Delta=\frac{\alpha^2}{32}\,\mu^3\,\big[(g-1)+gx\big].$$

**Limit: a heavy nucleus.** For $x\to0$ the fixed-nucleus formula returns. To first order in $x$ the change is $[-3(g-1)+g]x=-(2g-3)x$ times $\alpha^2/32$. The larger orbit costs about $3x$ and the proton's magnetic field gives back about $2x$. Numerically this is $-1.00464\times5.44617\times10^{-4}\times10949.284=-5.991$ MHz.

The full expression has $\mu=0.999455679$, hence $\mu^3=0.998368$, and the bracket is $1.0023193+0.0010905=1.0034098$. It gives

$$\Delta=10968.688\ \text{MHz}.$$

## The next Dirac order

At this precision the next term in $\alpha^2$ should be known. For $a=0$ and a fixed nucleus it follows from the squared equation $D^2\psi=c^2\psi$. Insert $w=(W+1/r)/c$ and $\mathbf E=\mathbf r/r^3$, and write $\alpha_r=\boldsymbol\alpha\cdot\mathbf r/r$:

$$\Big[p^2-\frac{\alpha^2+i\alpha\,\alpha_r}{r^2}-\frac{2W}{c^2r}\Big]\psi=\Big(\frac{W^2}{c^2}-c^2\Big)\psi .$$

Let $k=\boldsymbol\Sigma\cdot\mathbf L+1$, whose eigenvalues have magnitude $j+\frac12$. Then $L^2=k^2-k$. Moreover $k$ anticommutes with $\alpha_r$, because $\mathbf L\times\mathbf r+\mathbf r\times\mathbf L=2i\mathbf r$ gives $\{\boldsymbol\Sigma\cdot\mathbf L,\boldsymbol\Sigma\cdot\mathbf r\}=-2\boldsymbol\Sigma\cdot\mathbf r$. Hence $\{k,\boldsymbol\Sigma\cdot\mathbf r\}=0$. Since $\alpha_i=\rho\Sigma_i$, where $\rho$ exchanges the upper and lower components and commutes with $k$, the same holds for $\alpha_r$. With $\Lambda=k+i\alpha\,\alpha_r$, the angular operator becomes

$$L^2-\alpha^2-i\alpha\,\alpha_r=\Lambda^2-\Lambda,\qquad \Lambda^2=k^2-\alpha^2 .$$

It therefore has the form $\lambda(\lambda+1)$, with $\lambda=s$ or $s-1$ and $s=\sqrt{k^2-\alpha^2}$. The radial problem is that of nonrelativistic hydrogen with charge $W/c^2$ and effective quantum number $N$, so $c^2-W^2/c^2=W^2/(c^4N^2)$ and

$$W=\frac{c^2}{\sqrt{1+\alpha^2/N^2}},\qquad N=2-\delta,\quad \delta=|k|-s\quad(n=2).$$

Here $N=n_r+\lambda+1$ with $n_r$ radial nodes. For $|k|=1$ both $\lambda=s-1$, $n_r=1$ and $\lambda=s$, $n_r=0$ give $N=1+s$, and for $|k|=2$ the choice $\lambda=s-1$, $n_r=0$ gives $N=s$. The energy depends on $j$ alone for given $n$, which is the degeneracy used earlier. For $j=\frac12$ and $\frac32$,

$$\delta_1=\frac{\alpha^2}2+\frac{\alpha^4}8,\qquad \delta_2=\frac{\alpha^2}4+\frac{\alpha^4}{64}.$$

Expanding $W-c^2=-1/2N^2+3\alpha^2/8N^4-\cdots$ in $\delta$ gives the splitting

$$\frac{\delta_1-\delta_2}{8}+\frac{3(\delta_1^2-\delta_2^2)}{32}-\frac{3\alpha^2(\delta_1-\delta_2)}{64}
=\frac{\alpha^2}{32}+\frac{7+9-6}{512}\alpha^4 .$$

The correction is $5\alpha^4/256$, or 0.364 MHz. The total is

$$10968.688+0.364=10969.05\ \text{MHz}=1.66711\times10^{-6}\ \text{hartree}.$$

## Using the result

For one electron in a static nuclear field, multiply the leading spin-orbit integrals by $g-1$ and the leading spin Zeeman integrals by $g/2$. The coupling of the spin to a magnetic field made by a moving nucleus belongs to the second group. The orbital Zeeman term, contained in $\pi^2/2$, is not rescaled.

The computed total refers to the interval without hyperfine structure. Left out are radiative effects beyond a constant moment, recoil at higher order and hyperfine mixing, so the second decimal of the total belongs to this model and is not a prediction for the atom. The expansion itself requires momenta small compared with $c$ and a weak potential on the scale $c^2$. Near a heavy nucleus these conditions fail, and the four-component equation or a higher-order transformation is needed.
